# Sharing interatomic force constants among Wigner-Seitz images in phonon interpolation

## What symmetry demands of the setting

Let two atoms of the same kind of site be separated by a lattice vector $\mathbf R$ that is half a supercell vector, so that $\mathbf R$ and $-\mathbf R$ differ by a full supercell vector. Phonon data on the matching wavevector grid cannot tell these two separations apart. They give one $3\times3$ matrix $F$ for both, and an interpolation scheme must decide which fraction $w$ belongs to each. Suppose first that no other separation equivalent to these two receives a share.

Symmetry under exchange of the two atoms decides it. The shared force constants enter the interpolated matrix as

$$w(\mathbf R)F e^{i\mathbf q\cdot\mathbf R}+w(-\mathbf R)F e^{-i\mathbf q\cdot\mathbf R},$$

where $F$ is real and, because the two separations share it, symmetric. This sum is Hermitian at every $\mathbf q$ only if $w(\mathbf R)=w(-\mathbf R)$, unless $F=0$. The fractions must add to one, so each is $1/2$. If further equivalent separations also receive a share, this argument still gives $w(\mathbf R)=w(-\mathbf R)$, but not the value $1/2$; the worked case below contains a class with six shares of $1/6$.

A setting that controls Wigner-Seitz images, or the weights of force constants at the supercell boundary, needs a rule for all pairs, and exchange symmetry alone does not say which images should share. The rule is: give each force constant to the images with the shortest distance between the two atoms, in equal shares if several are tied. The analysis below shows what this rule guarantees, what it does not, and which other settings it depends on.

## What the grid data contain

Let $\Phi_{ij}(\mathbf R)$ be the second derivative of the energy with respect to displacements of atom $i$ in cell $\mathbf 0$ and atom $j$ in cell $\mathbf R$. It is a real $3\times3$ matrix, with $\Phi_{ji}(-\mathbf R)=\Phi_{ij}(\mathbf R)^T$ because the order of differentiation does not matter. Define

$$C_{ij}(\mathbf q)=\sum_{\mathbf R}\Phi_{ij}(\mathbf R)e^{i\mathbf q\cdot\mathbf R},\qquad D_{ij}=\frac{C_{ij}}{\sqrt{M_iM_j}}.$$

The eigenvalues of $D$ are $(2\pi\nu)^2$, with $\nu$ the phonon frequency. The sum over $\mathbf R$ is assumed to converge absolutely; polar insulators need the separate treatment described later. The assumption also fails in a metal with a sharp Fermi surface, where the force constants have oscillating tails falling off as the inverse cube of distance (Kohn anomalies); electronic smearing damps these tails, but dense grids may still be needed.

The grid is centred on $\Gamma$: $\mathbf q=\sum_k m_k\mathbf b_k/N_k$ with $m_k=0,\dots,N_k-1$ and $\mathbf a_k\cdot\mathbf b_l=2\pi\delta_{kl}$. It has $N=N_1N_2N_3$ points. The vectors $\mathbf A_k=N_k\mathbf a_k$ generate the supercell lattice $\Lambda$. The inverse discrete transform is

$$F_{ij}(\mathbf R)=\frac1N\sum_{\mathbf q}C_{ij}(\mathbf q)e^{-i\mathbf q\cdot\mathbf R}
=\sum_{\mathbf R'}\Phi_{ij}(\mathbf R')\,\frac1N\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf R'-\mathbf R)}.$$

Write $\mathbf R'-\mathbf R=\sum_k s_k\mathbf a_k$ with integers $s_k$. The last average is a product of three factors $N_k^{-1}\sum_{m}e^{2\pi i m s_k/N_k}$. If $N_k$ divides $s_k$, every term is 1 and the factor is 1. Otherwise the geometric sum has numerator $e^{2\pi i s_k}-1=0$ and a nonzero denominator, so the factor is 0. Only $\mathbf R'=\mathbf R+\mathbf L$ with $\mathbf L\in\Lambda$ survives:

$$F_{ij}(\mathbf R)=\sum_{\mathbf L\in\Lambda}\Phi_{ij}(\mathbf R+\mathbf L).$$

The data determine this folded sum, not its separate terms. It is real, it is unchanged by $\mathbf R\to\mathbf R+\mathbf L$, and it inherits $F_{ji}(-\mathbf R)=F_{ij}(\mathbf R)^T$.

The phase convention matters here. Some dynamical matrices carry the phase $e^{i\mathbf q\cdot(\mathbf R+\boldsymbol\tau_j-\boldsymbol\tau_i)}$, where $\boldsymbol\tau_i$ is the position of atom $i$ in its cell. Such data must be multiplied by $e^{-i\mathbf q\cdot(\boldsymbol\tau_j-\boldsymbol\tau_i)}$ before this transform is applied.

## The rule for the weights

Let $\mathbf d=\mathbf R+\boldsymbol\tau_j-\boldsymbol\tau_i$ be the vector from one atom to the other. Set

$$w_{ij}(\mathbf R)=\begin{cases}1/n & \text{if } |\mathbf d|\le|\mathbf d+\mathbf L|\text{ for all }\mathbf L\in\Lambda,\\ 0&\text{otherwise,}\end{cases}$$

where $n$ is the number of images that share the shortest length. The condition says that $\mathbf d$ lies in the Wigner-Seitz cell of $\Lambda$, and $n>1$ means that it lies on the boundary. Among all images of one pair, $n$ have weight $1/n$ and the rest have weight zero, so

$$\sum_{\mathbf L}w_{ij}(\mathbf R+\mathbf L)=1.$$

The search for the shortest image is finite. First shift $\mathbf d$ by a supercell vector so that its coordinates along the $\mathbf A_k$ lie between $-1/2$ and $1/2$. A shift $\mathbf L$ that leads to a shortest image satisfies $|\mathbf d+\mathbf L|\le|\mathbf d|$, hence $|\mathbf L|\le|\mathbf d+\mathbf L|+|\mathbf d|\le2|\mathbf d|$. With $\mathbf L=\sum_k l_k\mathbf A_k$ and $\mathbf B_k\cdot\mathbf A_l=2\pi\delta_{kl}$,

$$|l_k|=\frac{|\mathbf L\cdot\mathbf B_k|}{2\pi}\le\frac{2|\mathbf d||\mathbf B_k|}{2\pi}.$$

This bound tells how many neighbouring supercells to search, which matters for skewed or elongated supercells.

Ties must be recognised within a distance tolerance. It should exceed the rounding noise of the atomic positions and stay below the difference between truly distinct distances. If it is too small, a tie is missed and the force constant goes to only some of the tied images, possibly to a single one.

## Why grid points are reproduced

The interpolated matrix is

$$\tilde C_{ij}(\mathbf q)=\sum_{\mathbf R}w_{ij}(\mathbf R)F_{ij}(\mathbf R)e^{i\mathbf q\cdot\mathbf R}.$$

Write each lattice vector as $\mathbf R_0+\mathbf L$, where $\mathbf R_0$ runs over $N$ representatives, one for each class of cells that differ by supercell vectors. Since $F$ is the same throughout a class,

$$\tilde C_{ij}(\mathbf q)=\sum_{\mathbf R_0}F_{ij}(\mathbf R_0)e^{i\mathbf q\cdot\mathbf R_0}\sum_{\mathbf L}w_{ij}(\mathbf R_0+\mathbf L)e^{i\mathbf q\cdot\mathbf L}.$$

At a grid point $\mathbf q\cdot\mathbf A_k=2\pi m_k$, so $e^{i\mathbf q\cdot\mathbf L}=1$ and the inner sum is 1. Inserting the folded sum for $F$, and using $e^{i\mathbf q\cdot\mathbf L}=1$ once more, gives

$$\tilde C_{ij}(\mathbf q)=\sum_{\mathbf R_0}\sum_{\mathbf L}\Phi_{ij}(\mathbf R_0+\mathbf L)e^{i\mathbf q\cdot(\mathbf R_0+\mathbf L)}=C_{ij}(\mathbf q).$$

Because $\Gamma$ is a grid point, the acoustic sum rule $\sum_jC_{ij}(\mathbf 0)=0$ is inherited whenever the data obey it.

The proof used nothing about the weights except that they add to one. Agreement at the grid points therefore cannot show whether the images were chosen well. That has to be checked between grid points.

## Why symmetry survives between grid points

**Hermiticity.** Seen from the other atom, the pair vector is $-\mathbf d$. Since $\Lambda$ contains $-\mathbf L$ with every $\mathbf L$, the lengths of the images are the same and $w_{ji}(-\mathbf R)=w_{ij}(\mathbf R)$. Therefore

$$\tilde C_{ij}(\mathbf q)^\dagger=\sum_{\mathbf R}w_{ij}(\mathbf R)F_{ij}(\mathbf R)^Te^{-i\mathbf q\cdot\mathbf R}
=\sum_{\mathbf R}w_{ji}(-\mathbf R)F_{ji}(-\mathbf R)e^{i\mathbf q\cdot(-\mathbf R)}=\tilde C_{ji}(\mathbf q).$$

This is the Hermiticity of the full matrix. Since $w$ and $F$ are real, $\tilde C(-\mathbf q)=\tilde C(\mathbf q)^*$ as well.

**Crystal symmetry.** Let a space-group operation take $\mathbf x$ to $S\mathbf x+\mathbf f$. It sends atom $i$ of cell $\mathbf 0$ to atom $i'$ of cell $\mathbf T_i$, so that $S\boldsymbol\tau_i+\mathbf f=\boldsymbol\tau_{i'}+\mathbf T_i$. Atom $j$ of cell $\mathbf R$ goes to atom $j'$ of cell $S\mathbf R+\mathbf T_j$. The new cell separation and pair vector are

$$\mathbf R'=S\mathbf R+\mathbf T_j-\mathbf T_i,$$

$$\mathbf d'=\mathbf R'+\boldsymbol\tau_{j'}-\boldsymbol\tau_{i'}=S\mathbf R+(S\boldsymbol\tau_j+\mathbf f)-(S\boldsymbol\tau_i+\mathbf f)=S\mathbf d.$$

The pair vector simply rotates, whereas the cell vector also picks up $\mathbf T_j-\mathbf T_i$. This is why the distance test must use $\mathbf d$.

The true force constants obey $\Phi_{i'j'}(\mathbf R')=S\Phi_{ij}(\mathbf R)S^T$. Now assume that the supercell lattice has the same symmetry, $S\Lambda=\Lambda$. The images of $\mathbf d'$ are then the vectors $S(\mathbf d+\mathbf L)$, with unchanged lengths, so $w_{i'j'}(\mathbf R')=w_{ij}(\mathbf R)$. The same relabelling of supercell vectors in the folded sum gives $F_{i'j'}(\mathbf R')=SF_{ij}(\mathbf R)S^T$. Using $S\mathbf q\cdot S\mathbf R=\mathbf q\cdot\mathbf R$,

$$\tilde C_{i'j'}(S\mathbf q)=e^{iS\mathbf q\cdot(\mathbf T_j-\mathbf T_i)}\,S\,\tilde C_{ij}(\mathbf q)\,S^T .$$

This is a unitary transformation $U\tilde CU^\dagger$, where $U$ has the blocks $U_{i'i}=e^{-iS\mathbf q\cdot\mathbf T_i}S$. Symmetry-related atoms have equal masses, so $D$ transforms in the same way, and equivalent wavevectors have equal frequencies.

Two conditions carry this result. The sampled matrices must be symmetric themselves; noisy data should be symmetrised first, because the interpolation does not repair them. The proof also needs $S\Lambda=\Lambda$. Without it the symmetry is not guaranteed, although it still holds when the force constants are so short-ranged that the interpolation is exact. Equal divisions along the three primitive vectors always satisfy this condition, since $\Lambda$ is then a scaled copy of the crystal lattice.

## What remains inexact

Insert the folded sum into $\tilde C$ and collect the terms that contain one particular true force constant. With $\mathbf R$ now labelling that force constant,

$$\tilde C_{ij}(\mathbf q)=\sum_{\mathbf R}\Phi_{ij}(\mathbf R)\sum_{\mathbf L}w_{ij}(\mathbf R-\mathbf L)e^{i\mathbf q\cdot(\mathbf R-\mathbf L)}.$$

The inner sum is the mean of $e^{i\mathbf q\cdot\mathbf R^*}$ over the nearest images $\mathbf R^*$ of $\mathbf R$. Hence

$$\tilde C_{ij}(\mathbf q)-C_{ij}(\mathbf q)=\sum_{\mathbf R}\Phi_{ij}(\mathbf R)\left[\langle e^{i\mathbf q\cdot\mathbf R^*}\rangle-e^{i\mathbf q\cdot\mathbf R}\right].$$

Interpolation acts as if every interaction had been moved to its nearest images. A pair strictly inside the Wigner-Seitz cell is its own single nearest image and causes no error. A pair outside is given too short a separation, hence the wrong phase at a general wavevector between grid points. Its bracket still vanishes at special wavevectors, for instance wherever $e^{i\mathbf q\cdot\mathbf L}=1$ for the shifts $\mathbf L$ that lead to its nearest images.

Pairs on the boundary cause no error if all tied images have equal true force constants and nothing from outside folds onto them. The $n$ equal terms then add up to the same phase sum before and after sharing.

In a polar insulator the dipole-dipole force constants fall off as the inverse cube of distance, so their sum does not converge absolutely and $C$ is not analytic at $\Gamma$. This part, built from the Born charges and the dielectric tensor, is subtracted at each grid point before the transform and added back at each interpolated $\mathbf q$. The results above apply to the remainder.

## A worked case: diamond structure on a 2×2×2 grid

The model crystal has cubic lattice constant $a=4.0$ Å and atoms of 30 u at $\mathbf 0$ and $(a/4)(1,1,1)$. Unstretched central springs have the constant $k(r)=k_1e^{-(r-r_1)/\lambda}$, with $k_1=100$ N/m, $r_1=1.7321$ Å the nearest-neighbour distance and $\lambda=1.0$ Å. Springs are cut off at 15.3 Å. Of the 48 point operations, 24 exchange the two atoms.

The grid has eight classes of cells. For like atoms, one class has a single image (the atom itself), six have two images at 2.8284 Å, and one has six images at 4.0 Å. That makes $1+6\cdot2+6=19$ images. For unlike atoms, four classes have one image at 1.7321 Å and four have three at 3.3166 Å, or $4+4\cdot3=16$ images.

Follow the like-atom separation $\mathbf R=(0,a/2,a/2)$. A central spring gives $\Phi=-k\,\hat{\mathbf d}\hat{\mathbf d}^T$, and $\hat d_y^2=1/2$, so

$$\Phi_{yy}=-\tfrac12(100\ \text{N/m})\,e^{-(2.8284-1.7321)}=-16.70\ \text{N/m}.$$

The folded value is $-39.51$ N/m. The separations $\pm\mathbf R$ supply $2\times(-16.70)=-33.41$ N/m of it, and more distant images supply the remaining $-6.10$ N/m. Each of the two nearest images receives $-39.51/2=-19.76$ N/m, which is 18% larger in magnitude than the true value. The sharing is symmetric, but it cannot undo the folding.

At the grid point $\mathbf q=(1,0,0)\,2\pi/a$ the direct and interpolated frequencies agree: 14.08, 17.47 and 17.51 THz, each twice. At the general point $(0.30,0.17,0.08)\,2\pi/a$, the third-lowest frequency is 14.16 THz directly. Interpolation gives 10.17 THz from the 2×2×2 grid, 28% too low, then 13.81 THz from 4×4×4 and 14.16 THz from 6×6×6.

Over 20 random wavevectors, the largest frequency error is 4.5, 0.35 and 0.021 THz for these three grids. So small a sample understates the maxima on the finer grids: over several hundred wavevectors they are about 4.4, 0.7 and 0.07 THz, a reduction by roughly 6 and then 10. For comparison, each step enlarges the inner radius of the Wigner-Seitz cell by $a/\sqrt2=2.83$ Å, over which the springs weaken by $e^{2.83}\approx17$. This gives only the order of magnitude and overstates the reduction here; among other things it ignores how many springs lie at each distance.

If the springs stop at second neighbours, even the 2×2×2 grid is exact between its points, to rounding. The second neighbours lie on the boundary, but a central spring gives a symmetric matrix with $\Phi(\mathbf d)=\Phi(-\mathbf d)$, so halving the folded value restores each true one. In general only $\Phi_{ii}(-\mathbf R)=\Phi_{ii}(\mathbf R)^T$ holds; an antisymmetric part would cancel in the folded sum $\Phi+\Phi^T$ and be lost.

Three other choices, all equally exact on their own grids, fail at the general point. The frequency spread over its 48 equivalent wavevectors, which should be zero, shows the damage:

- **One tied image kept.** For one particular choice of the kept image in each class, the spread is 1.8 THz (other choices give other values), computed from the Hermitian part of a matrix whose non-Hermitian part $\tilde C-\tilde C^\dagger$ has elements up to 110 N/m. Taking the Hermitian part turns $Fe^{i\mathbf q\cdot\mathbf R}$ into $F\cos(\mathbf q\cdot\mathbf R)$ and so repairs the two-image classes; the spread comes from the classes with three and six images.
- **Shortest cell vector instead of shortest pair vector.** The spread is 1.3 THz, although the matrix is Hermitian. Of the four equivalent bonds of the first atom, one has $\mathbf R=\mathbf 0$ and keeps its full force constant. The other three have $|\mathbf R|=a/\sqrt2$, tied with $-\mathbf R$, so half of each is moved to a distance $\sqrt{19}\,a/4$ instead of $\sqrt3\,a/4$.
- **A 2×2×1 grid with the correct rule.** The spread is 3.1 THz, because $\Lambda$ lacks the cubic symmetry.

With the correct rule on the 2×2×2 grid the spread vanishes to rounding. The numerical check also confirms the covariance formula and the error identity for this model.

## Choosing the settings

1. Select images by the distance between atoms, and share ties equally. If the program offers a choice between cell-based and pair-based distances, take the pair-based one for any crystal with more than one atom per cell.

2. Use a $\Gamma$-centred grid whose supercell has the point symmetry of the crystal. Equal divisions along the primitive vectors are safe. When the third primitive vector lies along a unique axis and the other two are perpendicular to it, $N_1=N_2$ with a different $N_3$ is also safe, provided every operation maps the basal lattice to itself and the axis to plus or minus itself.

3. If frequencies differ between equivalent wavevectors off the grid, examine the tie tolerance, the distance rule, the grid and the symmetry of the input data. A finer grid may shrink the symptom without curing its cause.

4. Judge accuracy separately. The coarse grid above gives perfectly symmetric frequencies that are wrong by up to several THz. Compare two grids over many wavevectors, or calculate several general wavevectors directly. The error is zero at the grid points and varies strongly between them, so a single wavevector can understate it.

5. Treat an imaginary frequency between grid points with caution. Nothing in the construction keeps the eigenvalues of $\tilde C$ positive there, so a direct calculation at that wavevector should decide whether the instability belongs to the crystal or to the interpolation. The model above cannot show this, since springs that are all positive stay positive when moved to other images. A chain with constants $1$, $-0.4$, $0.2$ to first, second and third neighbours can: it is stable, with long-wave stiffness $\sum_n n^2k_n=1-1.6+1.8=1.2$, but a four-point grid folds the third neighbour onto the first and gives $1.2-1.6=-0.4$.

## Computed values

```
cubic lattice constant a = 4.0 angstrom
nearest-neighbour distance r1 = 1.7321 angstrom
spring constant k1 = 100.0 N/m
spring decay length = 1.0 angstrom
spring cutoff = 15.3 angstrom
atomic mass = 30.0 u
point operations = 48, exchanging atoms = 24
2x2x2 grid: images per class -> number of classes
  like atoms: {1: 1, 2: 6, 6: 1}
  unlike atoms: {1: 4, 3: 4}
  like atoms, distance (angstrom): images = 0.0000: 1, 2.8284: 12, 4.0000: 6
  unlike atoms, distance (angstrom): images = 1.7321: 4, 3.3166: 12
like atoms, R = (0, a/2, a/2), yy element:
  true = -16.7040 N/m
  folded = -39.5120 N/m
  assigned to each image = -19.7560 N/m
grid point q = (1, 0, 0) 2pi/a, frequencies in THz:
  direct: 14.0825 14.0825 17.4661 17.4661 17.5076 17.5076
  2x2x2:  14.0825 14.0825 17.4661 17.4661 17.5076 17.5076
general q = (0.30, 0.17, 0.08) 2pi/a, THz:
  direct: 8.8609 9.0949 14.1568 17.0498 17.0950 17.2062
  2x2x2:  7.6296 8.2455 10.1687 17.1268 17.1804 17.4678
  4x4x4:  8.8259 9.1657 13.8072 17.0560 17.0850 17.2015
  6x6x6:  8.8661 9.1008 14.1607 17.0500 17.0948 17.2067
largest matrix error on grid (N/m); non-Hermitian part C - C^dagger
at general q (N/m); frequency spread over 48 equivalent q (THz):
  pair rule, 2x2x2: 2.3e-13; 2.050e-13; 2.753e-14
  single tied image, 2x2x2: 2.3e-13; 1.104e+02; 1.841e+00
  cell-vector rule, 2x2x2: 2.3e-13; 1.137e-13; 1.333e+00
  pair rule, 2x2x1: 1.1e-13; 2.620e-13; 3.116e+00
error identity at general q: largest error element = 87.6548 N/m
  mismatch of identity = 5.3e-13 N/m
second-neighbour springs, 2x2x2: off-grid error = 5.7e-14 N/m
second-neighbour springs, 3x3x3: off-grid error = 3.7e-13 N/m
largest frequency error at 20 random wavevectors:
  2x2x2: 4.50677 THz
  4x4x4: 0.34784 THz
  6x6x6: 0.02094 THz
```
